# Why a PBE Gap Matching the MoS2 Optical Peak Proves Little

Take a semilocal band gap that lies 0.13 eV below the optical peak of a monolayer, and use it as the transport gap of a transistor channel. In the example worked below, the energy needed to create a free electron and a free hole is then wrong by 0.70 eV if the layer is in vacuum. Surroundings with a mean dielectric constant of 4 reduce this error to 0.20 eV in the example, which idealizes the layer as a sheet of zero thickness touching the dielectric; a spacing of a few ångströms, as in a real stack, leaves a larger error. An intrinsic carrier density computed from the semilocal gap inherits the error, although the comparison with optics looked reassuring. The sum of the electron and hole barriers at a contact is also affected, but a metal contact itself screens the layer, so the size of the error there has to be judged with that screening included.

## The belief and its appeal

The belief runs as follows. The PBE gap of monolayer MoS2 is roughly 1.7 eV and its first strong optical peak lies roughly at 1.9 eV. Semilocal functionals usually give gaps that are too small, but here the error seems to be only a tenth or two of an eV, so PBE seems to describe the band gap of this material well.

The numbers are fair, as rough sizes. The inference fails because the two numbers refer to different quantities. Three energies must be kept apart:

- $E_{\rm KS}$, the difference between the lowest empty and highest filled Kohn-Sham levels, here from a semilocal functional;
- $E_{\rm QP}=I-A$, the quasiparticle gap, with $I=E(N-1)-E(N)$ the ionization energy and $A=E(N)-E(N+1)$ the electron affinity;
- $E_{\rm opt}=E_{\rm QP}-E_b$, the energy of the lowest bright exciton, with $E_b$ its binding energy.

Let $D=E_{\rm QP}-E_{\rm KS}$ be the quasiparticle correction. Substituting $E_{\rm QP}=E_{\rm KS}+D$ into the third definition gives

$$E_{\rm opt}-E_{\rm KS}=D-E_b .$$

Agreement with the peak says that $D\approx E_b$. It does not say that $D$ is small. For free-standing MoS2 the quasiparticle gap is roughly 2.5 eV, so $D$ is roughly 0.8 eV and $E_b$ roughly 0.6 eV: two large omissions of opposite sign. Nothing in the identity forces them to be equal. The match also depends on the lattice constant and on the treatment of spin-orbit coupling, both of which move $E_{\rm KS}$.

One may still suspect that a match which survives on many substrates must mean something. It does, but what it reflects is a cancellation in the optical gap itself, which can be derived.

## What the surroundings do to each gap

Let the layer be brought near a polarizable body, such as a gate oxide. Assume that the body does not overlap or strain the layer, exerts no static field on it, and responds linearly and fast enough to follow the carriers. Carriers are treated as point charges. Atomic units are used in the algebra.

Let $W(r)$ be the screened interaction of two like unit charges in the layer, and $\delta W(r)$ its change due to the body. A charge $Q'$ feels its own induced potential $Q'\,\delta W(0)$. Building the charge up from zero to $Q$ costs

$$\int_0^Q Q'\,\delta W(0)\,dQ'=\tfrac12Q^2\,\delta W(0).$$

Both $E(N+1)$ and $E(N-1)$ therefore change by $\tfrac12\delta W(0)$, while $E(N)$ does not change. Since $I-A=E(N+1)+E(N-1)-2E(N)$,

$$\delta E_{\rm QP}=\delta W(0).$$

For an electron and a hole at distance $r$, the two self-terms add to $\delta W(0)$ and the cross term, between opposite charges, is $-\delta W(r)$. The total, $\delta W(0)-\delta W(r)$, vanishes as $r\to0$: a compact neutral pair hardly polarizes the body.

The semilocal gap depends on the density of the neutral layer. Under the stated assumptions the body leaves that density nearly unchanged, so $E_{\rm KS}$ stays where it was.

These three statements were tested on a self-consistent one-dimensional dot with two spinless electrons and a local functional, placed 20 Å from a body of polarizability $\alpha=4000$ Å$^3$. A unit charge at distance $d$ produces a field $1/d^2$ and an induced energy $-\alpha/(2d^4)$. Two charged states enter $I-A$, so its predicted shift is $-\alpha/d^4$, or

$$-\frac{14.40\times4000}{20^4}\ {\rm eV}=-0.360\ {\rm eV}.$$

Total-energy differences give $-0.364$ eV, which is 1% larger in size than this point-charge prediction. The Kohn-Sham gap and the neutral excitation shift by less than 0.0001 eV. The dot tests the response to surroundings; it says nothing about the size of $D$ in a solid.

## The interaction in a thin sheet

Let the sheet at $z=0$ have in-plane polarizability $\chi$ per area and lie between media of dielectric constants $\varepsilon_1$ and $\varepsilon_2$. Place in it a charge wave $e^{i\mathbf q\cdot\mathbf r}$ of unit amplitude. Off the sheet, Poisson's equation gives a potential $\phi_0e^{-q|z|}e^{i\mathbf q\cdot\mathbf r}$. The sheet polarization $-\chi\nabla\phi$ carries the bound charge $\chi\nabla^2\phi$, of amplitude $-\chi q^2\phi_0$. The jump of the normal displacement equals $4\pi$ times the sheet charge:

$$(\varepsilon_1+\varepsilon_2)\,q\,\phi_0=4\pi\,(1-\chi q^2\phi_0).$$

Solve for $\phi_0$, and set $\kappa=(\varepsilon_1+\varepsilon_2)/2$ and $r_0=2\pi\chi$:

$$W_\kappa(q)=\frac{2\pi}{q(\kappa+r_0q)} .$$

In the inverse transform, $d^2q/(2\pi)^2$ supplies a factor $q$ and the angular integral gives $2\pi J_0(qr)$. Hence

$$W_\kappa(r)=\int_0^\infty\frac{J_0(qr)}{\kappa+r_0q}\,dq .$$

Now let $\delta W=W_\kappa-W_1$ be the change from vacuum. At $r=0$, where $J_0=1$,

$$\delta W(0)=\int_0^\infty\!\left[\frac1{\kappa+r_0q}-\frac1{1+r_0q}\right]dq
=\frac1{r_0}\left[\ln\frac{\kappa+r_0q}{1+r_0q}\right]_0^\infty=-\frac{\ln\kappa}{r_0}.$$

Each $W(r)$ diverges logarithmically at the origin, but the difference is finite.

This result assumes a sheet of zero thickness in direct contact with the media, so that waves of every $q$ are screened by the full $\kappa$. Suppose instead that equal media of dielectric constant $\kappa$ begin at a distance $h$ on each side, with vacuum between. The same matching then replaces $\kappa$ by $(1+\beta e^{-2qh})/(1-\beta e^{-2qh})$, with $\beta=(\kappa-1)/(\kappa+1)$, which falls to 1 for $qh\gg1$. The shift is then smaller and stays finite as $\kappa\to\infty$, whereas the logarithm grows without bound. For a real layer, $-\ln\kappa/r_0$ therefore overstates the shift, and it must not be extrapolated to high-$\kappa$ oxides or metals.

The behaviour at other distances follows from writing $1/(\kappa+r_0q)=\int_0^\infty e^{-s(\kappa+r_0q)}ds$. The $q$ integral is then $\int_0^\infty J_0(qr)e^{-sr_0q}dq=1/\sqrt{r^2+s^2r_0^2}$, which is the Coulomb potential of a unit charge at height $sr_0$ above the plane. Thus

$$-\delta W(r)=\int_0^\infty\frac{e^{-s}-e^{-\kappa s}}{\sqrt{r^2+s^2r_0^2}}\,ds .$$

For $\kappa>1$ the integrand is positive and falls as $r$ grows. So $\delta W$ is negative, and its size is greatest at $r=0$.

## Why the optical gap moves less

With parabolic bands of reduced mass $\mu$, the relative motion of the pair has the Hamiltonian $H_\kappa=-\nabla^2/(2\mu)-W_\kappa$ and ground-state energy $-E_b(\kappa)$. Exchange splitting, vibrations, dynamical screening and interband mixing are left out. Note that $H_\kappa=H_1-\delta W$.

Let $\langle\cdot\rangle_1$ and $\langle\cdot\rangle_\kappa$ be averages in the two ground states. Using the vacuum state as a trial state for $H_\kappa$, and then the screened state as a trial state for $H_1=H_\kappa+\delta W$, gives

$$-E_b(\kappa)\le-E_b(1)-\langle\delta W\rangle_1,\qquad
-E_b(1)\le-E_b(\kappa)+\langle\delta W\rangle_\kappa .$$

Both inequalities bound the same difference:

$$-\langle\delta W\rangle_\kappa\le E_b(1)-E_b(\kappa)\le-\langle\delta W\rangle_1 .$$

The optical shift is $\delta E_{\rm opt}=\delta W(0)+E_b(1)-E_b(\kappa)$, so adding $\delta W(0)$ throughout yields

$$\delta W(0)-\langle\delta W\rangle_\kappa\ \le\ \delta E_{\rm opt}\ \le\ \delta W(0)-\langle\delta W\rangle_1 .$$

Because $\delta W(0)\le\delta W(r)\le0$, the right side is not positive and the left side is not below $\delta W(0)$. Within this model the optical gap shifts to the red, by no more than the quasiparticle gap does.

Two limits show what controls the cancellation. If the pair is much larger than $r_0$, the averages are small compared with $\delta W(0)$ and the optical gap follows the quasiparticle gap almost fully. If the pair is small, with $\kappa r\ll r_0$, subtract the integral for $-\delta W(r)$ from its value at $r=0$. The difference comes from small $s$, where $e^{-s}-e^{-\kappa s}\approx(\kappa-1)s$. With $s=rt/r_0$,

$$\delta W(r)-\delta W(0)\approx\frac{(\kappa-1)r}{r_0^2}\int_0^\infty\!\left[1-\frac{t}{\sqrt{1+t^2}}\right]dt
=\frac{(\kappa-1)r}{r_0^2},$$

since the integral is $\left[t-\sqrt{1+t^2}\right]_0^\infty=1$. To this order $\delta E_{\rm opt}\approx-(\kappa-1)\langle r\rangle/r_0^2$. Relative to the quasiparticle shift this is $(\kappa-1)\langle r\rangle/(r_0\ln\kappa)$, which is small for a compact exciton. In the example below, $\kappa r$ is comparable with $r_0$ at $\kappa=4$, so there this limit explains the trend but does not give the number.

## A number against the belief

Consider a nameless semiconductor with $E_{\rm KS}=1.70$ eV, vacuum correction $D=0.70$ eV, $r_0=40$ Å and $\mu=0.25$ electron masses. These are chosen inputs. In particular, the near agreement in vacuum is put in through $D$ and is not predicted. The binding energies are computed from $H_\kappa$; a separate variational calculation confirms them within 1 meV at $\kappa=1$ and 4.

In vacuum $E_b=0.57$ eV, so

$$E_{\rm opt}=1.70+0.70-0.57=1.83\ {\rm eV}.$$

The semilocal gap misses the peak by 0.13 eV and the quasiparticle gap by 0.70 eV.

Now surround the sheet so that $\kappa=4$. Restoring units, $e^2/r_0=0.360$ eV, and

$$\delta E_{\rm QP}=-0.360\ln4\ {\rm eV}=-0.499\ {\rm eV}.$$

The binding energy falls from 0.570 to 0.214 eV, a loss of 0.356 eV, which leaves

$$\delta E_{\rm opt}=-0.499+0.356=-0.143\ {\rm eV},$$

between the bounds $-0.154$ and $-0.134$ eV. The whole series, in eV, is:

| $\kappa$ | $E_{\rm QP}$ | $E_b$ | $E_{\rm opt}$ | $E_{\rm QP}-E_{\rm KS}$ | $E_{\rm opt}-E_{\rm KS}$ |
|---|---|---|---|---|---|
| 1 | 2.40 | 0.57 | 1.83 | 0.70 | 0.13 |
| 2 | 2.15 | 0.37 | 1.78 | 0.45 | 0.08 |
| 3 | 2.00 | 0.28 | 1.73 | 0.30 | 0.03 |
| 4 | 1.90 | 0.21 | 1.69 | 0.20 | −0.01 |

The same semilocal gap stays within about 0.13 eV of the peak in every row, while its error as a quasiparticle gap runs from 0.70 to 0.20 eV. At $\kappa=4$ the optical match is good to about 0.01 eV, and the quasiparticle gap is still missed by 0.20 eV. A close optical match therefore does not show that the error that matters for transport is equally small. The sizes in the table belong to zero spacing. With $h=3$ Å at $\kappa=4$, the quasiparticle shift is about $-0.30$ eV and the optical shift about $-0.02$ eV, so the cancellation is more complete and about 0.4 eV of error remains. The zero-spacing series should not be continued to large $\kappa$: at $\kappa=7$ it gives $0.360\ln7=0.70$ eV and removes the correction altogether, which does not happen at finite spacing in this example.

The cancellation is partial, and it can weaken. With a reduced mass ten times smaller, the root-mean-square electron-hole distance in vacuum grows from 10.6 to 40.0 Å. For the same change of surroundings the optical shift rises from 29% to 58% of the quasiparticle shift, as the argument from exciton size requires.

Nor does the derivation make $D$ equal to $E_b$ in the first place. It concerns changes caused by remote screening. Had the vacuum correction been 1.00 eV with the same binding energy, the peak would lie at $1.70+1.00-0.57=2.13$ eV, and the agreement would be gone. The near equality in MoS2 is a fact about the sizes of two quantities in that material.

## What would count as evidence

A quasiparticle gap is tested by experiments that add or remove charge, such as photoemission combined with inverse photoemission, or tunnelling spectroscopy with its own corrections for the tip and for band bending. The calculation must include the same surroundings as the sample. An optical peak tests a computed exciton energy, in which $D$ and $E_b$ are both present. Even success there constrains mainly their difference, so the two comparisons have to be made separately. If the match has been checked for a material in given surroundings, the PBE gap can still serve as an empirical estimate of where the peak lies in those surroundings, provided that it is not then used as the energy of free carriers.

The numerical output below gives the values for the dot and for the zero-spacing sheet in full.

## Table of computed values

```
MODEL DOT BESIDE A POLARIZABLE BODY
box length 3.0 angstrom, softening 0.5 angstrom
local functional strength 5.0 eV angstrom
distance 20 angstrom, polarizability 4000 angstrom^3
Kohn-Sham gap: isolated 21.341 eV, shift 0.00000 eV
I - A: isolated 35.323 eV, shift -0.36380 eV
neutral excitation: isolated 20.800 eV, shift 0.00000 eV
point-charge prediction for shift of I - A: -0.35999 eV
TWO-DIMENSIONAL SEMICONDUCTOR, INPUTS
semilocal gap 1.70 eV
vacuum quasiparticle correction 0.70 eV
r0 40 angstrom, reduced mass 0.250 electron masses
e^2 14.3996 eV angstrom, e^2/r0 0.3600 eV
hbar^2/(2 mu) 15.240 eV angstrom^2
GAPS (eV): kappa, QP, binding, optical
1  2.400  0.570  1.830
2  2.150  0.374  1.776
3  2.005  0.275  1.729
4  1.901  0.214  1.687
DIFFERENCES (eV): kappa, QP - semilocal, optical - semilocal
1  0.700  0.130
2  0.450  0.076
3  0.305  0.029
4  0.201  -0.013
SHIFTS FROM VACUUM (eV): kappa, QP, optical, lower, upper bound
2  -0.250  -0.054  -0.055  -0.052
3  -0.395  -0.101  -0.106  -0.096
4  -0.499  -0.143  -0.154  -0.134
RMS ELECTRON-HOLE DISTANCE (angstrom): kappa, distance
1  10.6
2  11.6
3  12.5
4  13.4
CONTROL WITH A LIGHTER PAIR, kappa 1 to 4
reduced mass 0.025 electron masses
vacuum rms distance 40.0 angstrom
binding 0.263 eV to 0.055 eV
optical shift -0.291 eV
optical/QP shift ratio: original 0.287, lighter 0.582
```
